# Deflection of a 100 keV Electron Beam by a Nanotesla Stray Field

## A field that looks too small to matter

Suppose an electron-beam writer must place features to within a few nanometres, and a magnetometer beside its column reads a mains-frequency field of 10 nT. Earth's field is roughly 50 µT, 5000 times larger, so it is tempting to ignore the reading. If a 100 keV beam sees that field over half a metre, however, it swings by about a micrometre to each side. Parts of the pattern written at different moments are then displaced by different amounts.

The comparison with Earth's field misleads because a steady deflection can be aligned out, whereas a changing one remains unless it is shielded or actively compensated. What decides the matter is the size of the changing displacement compared with the few nanometres allowed. To leading order it is half the drift length times the ratio of drift length to path radius. That ratio is the small parameter of the calculation below; even when it is only a few millionths, half a metre of drift turns it into a micrometre.

## The model and the momentum

An electron of charge \(-e\), with \(e>0\), and kinetic energy \(T=100\) keV enters a drift at \(x=y=z=0\), moving along \(+z\). The drift has length \(L=0.5\) m and contains no lens. Throughout it there is a uniform field \(B=10\) nT along \(+y\). No shielding is included, so the beam sees this full value. The field is taken as constant while one electron passes, an assumption examined below.

The magnetic force is perpendicular to the velocity and does no work. The magnitude \(p\) of the momentum therefore stays at its entrance value. With \(m\) the electron mass and \(c\) the speed of light, the total energy is \(T+mc^2\), so

\[
(T+mc^2)^2=(pc)^2+(mc^2)^2 .
\]

Expanding the left side and cancelling \((mc^2)^2\) gives

\[
pc=\sqrt{T^2+2Tmc^2}.
\]

For the example,

\[
pc=\sqrt{100^2+2(100)(511.0)}\ \text{keV}=335.0\ \text{keV}.
\]

Dividing by \(ec\) gives \(p/e=1.117\times10^{-3}\) T m. This quantity, the magnetic rigidity, is the product of field and path radius.

## The path before approximation

The equation of motion is \(d\mathbf p/dt=-e\,\mathbf v\times\mathbf B\). The motion stays in the \(xz\) plane, and for \(\mathbf v=(v_x,0,v_z)\) and \(\mathbf B=(0,B,0)\),

\[
\mathbf v\times\mathbf B=(-v_zB,\;0,\;v_xB).
\]

The negative charge reverses both signs:

\[
\frac{dp_x}{dt}=eB\frac{dz}{dt},\qquad
\frac{dp_z}{dt}=-eB\frac{dx}{dt}.
\]

The electron is therefore pushed towards \(+x\). Both equations integrate directly. At the entrance \(p_x=0\) and \(p_z=p\), so

\[
p_x=eBz,\qquad p_z=p-eBx .
\]

Now use \(p_x^2+p_z^2=p^2\), divide by \((eB)^2\), and define \(R=p/(eB)\):

\[
z^2+(R-x)^2=R^2 .
\]

The path is a circle of radius \(R\). The root that satisfies \(x=0\) at \(z=0\) gives, at the exit plane,

\[
x(L)=R-\sqrt{R^2-L^2}.
\]

This requires \(L<R\). In a stronger field the electron turns back before it reaches the exit.

## Leading term and first correction

Let \(\varepsilon=L/R=eBL/p\). Then

\[
x(L)=R\left(1-\sqrt{1-\varepsilon^2}\right).
\]

For small \(u\), \(\sqrt{1-u}=1-u/2-u^2/8+O(u^3)\). Setting \(u=\varepsilon^2\) gives

\[
x(L)=R\left(\frac{\varepsilon^2}{2}+\frac{\varepsilon^4}{8}+O(\varepsilon^6)\right).
\]

Since \(R\varepsilon^2=L^2/R\), taking out the first term leaves

\[
x(L)=d\left[1+\frac{\varepsilon^2}{4}+O(\varepsilon^4)\right],\qquad
d=\frac{L^2}{2R}=\frac{eBL^2}{2p}.
\]

The leading term is a parabola: a constant sideways force acts on a particle whose forward motion is hardly changed. The correction is positive because the circle bends away from its tangent faster than the parabola does.

The exit slope follows from the same momentum components:

\[
\frac{p_x}{p_z}=\frac{L}{\sqrt{R^2-L^2}}
=\varepsilon\left[1+\frac{\varepsilon^2}{2}+O(\varepsilon^4)\right].
\]

To leading order it is \(L/R=2d/L\), twice the mean slope \(d/L\), as expected for a parabola that starts parallel to the axis.

The numbers are

\[
R=\frac{1.117\times10^{-3}\ \text{T m}}{10^{-8}\ \text{T}}
=1.117\times10^5\ \text{m},
\]

\[
d=\frac{(0.5\ \text{m})^2}{2(1.117\times10^5\ \text{m})}
=1.12\times10^{-6}\ \text{m}=1.12\ \text{µm}.
\]

Unrounded, the formula gives 1119 nm. Numerical integration of the full Lorentz equation, without a small-angle approximation, gives the same displacement to within 0.1 nm, namely 1118.8 nm. The exit slope is 4.475 µrad.

The relative correction \(\varepsilon^2/4\) is \(5.0\times10^{-12}\), so the parabola is ample here. The correction becomes visible in a transverse field of 50 µT. The radius is then 22.3 m, the displacement is 5.594 mm, and the circle exceeds the parabola by a fraction \(1.25\times10^{-4}\). That fraction amounts to 0.7 µm, comparable with the whole effect of the 10 nT field.

The correction also tells whether a steady background changes the response to a small fluctuation in the same direction. Written as a function of field,

\[
x(B)=\frac{eL^2}{2p}\left[B+\frac{e^2L^2}{4p^2}B^3+\dots\right],
\]

\[
\frac{dx}{dB}=\frac{eL^2}{2p}\left[1+\frac34\varepsilon^2+\dots\right].
\]

With \(\varepsilon\) evaluated at 50 µT, the response rises by three times \(1.25\times10^{-4}\), or about 0.04 %. The displacement due to an additional 10 nT changes by only 0.4 nm. A background can therefore be treated separately from a fluctuation in the same direction at this accuracy; the combination of a transverse and an axial field is considered below.

## Slow and fast electrons

The dependence on beam energy enters through \(p\). Factoring the momentum formula gives

\[
p=\sqrt{2mT}\left(1+\frac{T}{2mc^2}\right)^{1/2}.
\]

For \(T\ll mc^2\), \(p\) approaches \(\sqrt{2mT}\), and \(d\) falls as \(T^{-1/2}\) at fixed \(B\) and \(L\). For \(T\gg mc^2\), \(p\) approaches \(T/c\), and \(d\) falls as \(T^{-1}\).

Let \(d_{\rm N}\) be the displacement calculated with the Newtonian momentum \(\sqrt{2mT}\). Because \(d\) is inversely proportional to momentum,

\[
\frac{d_{\rm N}}{d}=\left(1+\frac{T}{2mc^2}\right)^{1/2}
=1+\frac{T}{4mc^2}+O\!\left[\left(\frac{T}{mc^2}\right)^2\right].
\]

The first correction is \(100/(4\times511.0)=4.9\,\%\). The full ratio gives an excess of 4.78 % relative to \(d\), or 1.17 µm instead of 1.12 µm. The Newtonian estimate has the right size, but its error is much larger than that of the parabola.

Small energy changes matter far less. Differentiating \((pc)^2=T^2+2Tmc^2\) gives \(c^2p\,dp=(T+mc^2)\,dT\). Since \(\delta d/d=-\delta p/p\),

\[
\frac{\delta d}{d}=-\frac{T+mc^2}{T(T+2mc^2)}\,\delta T .
\]

An increase of 1 eV reduces the displacement by 6.09 pm.

## Where along the drift the field acts

Let the transverse field on the path now be \(B(z)\). The equation for \(p_x\) becomes \(dp_x/dz=eB(z)\). At small slope \(p_z\approx p\), so \(dx/dz\approx p_x/p\). Integrating twice,

\[
x(L)\approx\frac{e}{p}\int_0^L dz\int_0^z B(s)\,ds .
\]

For a fixed source position \(s\), the outer variable runs from \(s\) to \(L\). Exchanging the order of integration therefore gives

\[
x(L)\approx\frac{e}{p}\int_0^L(L-s)B(s)\,ds .
\]

The factor \(L-s\) is a lever arm: a kick received early has farther to grow into a displacement. In a uniform field, the share contributed by the first half is

\[
\frac{\int_0^{L/2}(L-s)\,ds}{\int_0^L(L-s)\,ds}
=\frac{L^2/2-L^2/8}{L^2/2}=\frac34 .
\]

Trajectory integration with the field confined to the first half gives 0.7500 of the full displacement. For a bare drift and a fixed length of perfect shielding, covering the entrance end of a uniform field is therefore more effective than covering the exit end. An imaging lens reverses this order, as the lens example below shows.

## An additional field along the axis

A field along the beam does not deflect an electron moving exactly parallel to it. Once the transverse field has produced a sideways velocity, however, an axial field \(B_a\) along \(+z\) turns that velocity. The additional force component is

\[
\frac{dp_y}{dt}=eB_a\frac{dx}{dt},
\qquad\text{so}\qquad p_y=eB_a x .
\]

Insert the leading path \(x=eBz^2/(2p)\) and use \(dy/dz\approx p_y/p\):

\[
y(L)\approx\frac{eB_a}{p}\,\frac{eB}{2p}\int_0^L z^2\,dz
=\frac{eB_aL}{3p}\,d .
\]

The displacement is thus turned by the small angle \(eB_aL/(3p)\). The accompanying change in \(x\) is smaller: its force is proportional to \(B_a\) times the already small \(y\) velocity, which makes it second order in \(eB_aL/p\).

For \(B_a=50\) µT the angle is 7.46 mrad, and the sideways part is 8.34 nm. This is below 1 % of \(d\), but it is not negligible when single nanometres count. To leading order \(y(L)\) depends on the product \(BB_a\), so the roles can be exchanged: an axial fluctuation of 10 nT acting on a beam bent by an unshielded steady transverse field of 50 µT moves the spot sideways by about the same 8.3 nm.

## From a static field to a mains field

At speed \(v=0.5482c\), the transit time is 3.04 ns. A 50 Hz field advances in phase during this time by

\[
\frac{\omega L}{v}=9.56\times10^{-7}\ \text{rad},
\]

where \(\omega\) is the angular frequency. The change in field during transit is at most this fraction of its peak value. The changing field also induces an electric field. By Faraday's law its size is about \(\omega BL\) for field loops of size \(L\), so its force compared with the magnetic force \(evB\) is again of order \(\omega L/v\). For larger loops of size \(\ell\) the ratio is of order \(\omega\ell/v\), about \(10^{-5}\) for \(\ell=5\) m, which is still negligible. Each electron therefore responds to the instantaneous magnetic field.

If 10 nT is the peak value, the beam moves by 1.12 µm to either side, a peak-to-peak swing of 2.24 µm. If 10 nT is instead the rms value of a sinusoidal field, both distances are larger by \(\sqrt2\). During an exposure of duration \(\tau\), much shorter than the 20 ms period, the spot moves by at most about \(\omega\tau\) times the peak displacement. For a peak of 1.12 µm this is 0.7 nm in 2 µs, but 70 nm in 0.2 ms. The exposure records a simply displaced spot only if this motion is below the tolerance; exposures lasting many periods record a blurred one.

## What a lens does to the result

The displacement at the end of a drift is not automatically the error on the wafer. Let a point source lie at the drift entrance, and let a thin lens of focal length \(f\) at the exit form its image at a further distance \(q=ML\). The magnification is \(-M\), with \(M>0\).

A ray that starts with small slope \(a\) reaches the lens at \(x_L=aL+d\), with slope \(a+2d/L\). The lens changes the slope by \(-x_L/f\). If the image leg is free of field, the ray reaches the image plane at

\[
X=(aL+d)+q\left(a+\frac{2d}{L}\right)-\frac{q}{f}(aL+d).
\]

The imaging condition \(1/f=1/L+1/q\) gives \(q/f=M+1\). Therefore

\[
\begin{aligned}
X&=aL+d+MaL+2Md-(M+1)(aL+d)\\
&=Md .
\end{aligned}
\]

The starting slope has cancelled, so the image moves without losing focus at this order. The sign also has a direct reading. Traced straight back from the lens, the deflected ray appears to start at \(d-L(2d/L)=-d\), and the magnification \(-M\) turns this into \(+Md\).

The same construction shows where shielding helps when the lens forms an image. A small kick at distance \(s\) from the source, traced straight back, moves the apparent source by an amount proportional to \(s\), not to \(L-s\). In a uniform field the first half of the drift then contributes only one quarter of the image shift produced in the drift, and the half next to the lens contributes three quarters.

If the same field fills the image leg, it adds a parabolic displacement \(q^2/(2R)=M^2d\), and the total is \((M+M^2)d\). For \(M=0.1\) the image leg is 50 mm long and the focal length is 45.45 mm. The image shift is 111.9 nm with field in the drift only, and 123.1 nm with field in both legs.

Three traced rays with starting slopes of −1, 0 and 1 mrad meet within 0.00017 nm when the image leg is free of field. This small spread is the next correction in \(a\). On a circular path \(d^2x/dz^2=(1+x'^2)^{3/2}/R\), where \(x'=dx/dz\). An inclined ray is therefore deflected more by a fraction of about \(3a^2/2=1.5\times10^{-6}\), which is 0.00017 nm out of 111.9 nm.

## Reading the estimate for a real column

An energy of 100 keV and a path of some tenths of a metre are in the rough range of high-voltage electron-beam writers. A mains-frequency field of 10 nT is a plausible value for a laboratory with ordinary electrical equipment, but it has to be measured at the column. A real column is not a bare drift, however: it contains lenses, and it may have magnetic shielding as well. In the single-lens example, demagnification lowers the shift from 1119 nm to 123 nm even without shielding. A real column needs its own field profile and lens magnifications.

For the bare drift with a uniform field, a displacement of 1 nm corresponds to 8.94 pT. If 10 nT is the peak value of the field, keeping the peak error below 1 nm would then require a field reduction of at least 1119 times. With the single lens and the field in both legs, the corresponding factor is about 123, because the image shift is 123.1 nm and is proportional to the field. If 10 nT is instead the rms value of a sinusoidal field, both factors are larger by \(\sqrt2\).

## Numbers as computed

```
Kinetic energy: 100 keV
Drift length: 0.5 m
Transverse stray field: 10 nT
Electron rest energy: 511.0 keV
Momentum times c: 335.0 keV
Momentum: 1.7901e-22 kg m/s
Kinetic energy from work integral: 100.0000 keV
Speed / speed of light: 0.5482
Momentum / charge: 1.1173e-03 T m
Radius of curvature: 111.7 km
Displacement, formula: 1.1188 um
Displacement, formula: 1119 nm
Displacement, traced: 1.1188 um
Exit slope, traced: 4.475 urad
Peak-to-peak swing for 10 nT peak: 2.24 um
Share from first half of drift: 0.7500
Field for 1 nm displacement: 8.94 pT
Field reduction needed for 1 nm: 1119 times
Nonrelativistic displacement: 1.1722 um
Nonrelativistic excess: 4.78 %
Lens magnification, magnitude: 0.10
Image leg: 50 mm
Lens focal length: 45.45 mm
Image shift, field in drift only: 111.9 nm
Image shift, field in both legs: 123.1 nm
Spread of three image rays: 0.00017 nm
Assumed Earth-size field: 50 uT
Turn by axial Earth-size field: 7.46 mrad
Sideways part of displacement: 8.34 nm
Offset by transverse Earth-size field: 5.594 mm
Circle excess over parabola there: 1.25e-04
Circle correction at 10 nT: 5.0e-12
Displacement change for +1 eV: -6.09 pm
Transit time: 3.04 ns
Mains frequency: 50 Hz
Mains phase change in transit: 9.56e-07 rad
```
